# Merz's Switching Law from a Cylindrical Domain Spanning a Ferroelectric Film, part 2

A ferroelectric film of thickness $d$ has spontaneous polarization of magnitude $P$, directed against an applied field $E=V/d>0$ at fixed voltage $V$. The $z$ axis points along the applied field, and $D_z=\varepsilon E_z+P_z$, with $P_z=-P$ in the old domain and $+P$ in the reversed one. Here $\varepsilon=\varepsilon_0\varepsilon_f$, and $\varepsilon_f$ is the relative permittivity of the film.

Reversal starts with a cylinder of radius $r$ that spans the film, with wall energy $\sigma$ per unit area. Between perfect electrodes its energy is

$$U(r)=2\pi r d\,\sigma-2\pi r^2 d\,PE. \tag{3}$$

By Lemma 3, the maximum lies at

$$r^*=\frac{\sigma}{2PE}, \tag{4}$$

and its height is

$$U^*=\frac{\pi\sigma^2 d}{2PE}. \tag{1}$$

$$b\equiv\frac{U^*}{kT}=\frac{E_a}{E}. \tag{5}$$

The theorem to be proved is that, if thermal activation limits the switching, the mean switching time at temperature $T$ is

$$t=t_0\,e^{E_a/E},\qquad E_a=\frac{\pi\sigma^2 d}{2P\,kT}, \tag{2}$$

for $U^*\gg kT$, where $t_0$ varies as a power of $E$. Assumption 5 says that each region that switches has one nucleation site and fills quickly once its nucleus has passed the barrier.

With $x=r/r^*$,

$$u\equiv\frac{U}{kT}=b\,(2x-x^2). \tag{9}$$

A wall moving at speed $v$ feels a friction force $\eta v$ per unit area, and a flat wall moves at $2PE/\eta$. The radius has the diffusion coefficient

$$\mathcal D(r)=\frac{kT}{2\pi rd\,\eta}. \tag{11}$$

Its probability density $p(r)$ has the current

$$J=-\mathcal D\,e^{-u}\frac{d}{dr}\left(e^{u}p\right)=-\mathcal D\frac{dp}{dr}-\mathcal D\frac{du}{dr}\,p \tag{12}$$

which vanishes for the assumed equilibrium weight $e^{-u}dr$.

The example has $d=10$ nm, $P=20$ µC/cm², $\sigma=10$ mJ/m², $T=300$ K and $\varepsilon_f=30$. At $E=1$ MV/cm $=10^8$ V/m, $r^*=0.25$ nm and $b=18.96$. A needle-shaped nucleus on one electrode has a lower barrier there, so spanning is imposed. The numerical output also lists two other nuclei: a reversed sphere, which its surface charge excludes below about 2.5 MV/cm, and a single square lattice column 0.5 nm wide.

### Lemma 5: the mean passage time

**Claim.** The mean time to go from $r=0$ to $r=2r^*$ is

$$t=\tau\int_0^2 x\,e^{b(2x-x^2)}\int_0^x e^{-b(2y-y^2)}\,dy\,dx,\qquad \tau=\frac{2\pi d\,\eta\,r^{*3}}{kT}. \tag{13}$$

**Proof.** Write the current (12) in the form $J=Ap-d(\mathcal Dp)/dr$. Comparison gives $A=\mathcal D'-\mathcal Du'$, where a prime is a derivative with respect to $r$. In a short time $\delta t$, a cylinder that starts at $r$ thus changes its radius by $\delta r$ with mean $A\,\delta t$ and mean square $2\mathcal D\,\delta t$.

Let $\Theta(r)$ be the mean time still needed from $r$. After $\delta t$ has passed, the remaining time is the average of $\Theta(r+\delta r)$. Therefore

$$\Theta(r)=\delta t+\Theta(r)+\Theta'(r)A\,\delta t+\Theta''(r)\mathcal D\,\delta t$$

to first order in $\delta t$. It follows that $A\Theta'+\mathcal D\Theta''=-1$. Inserting $A$ gives

$$\mathcal D'\Theta'-\mathcal Du'\Theta'+\mathcal D\Theta''=e^{u}\frac{d}{dr}\left(\mathcal D e^{-u}\Theta'\right)=-1.$$

The radius cannot become negative, so the quantity $\mathcal De^{-u}\Theta'$ vanishes at $r=0$. One integration gives

$$\mathcal D e^{-u}\Theta'=-\int_0^r e^{-u(r')}\,dr'.$$

The count ends at $2r^*$, so $\Theta(2r^*)=0$. A second integration yields

$$t=\Theta(0)=\int_0^{2r^*}\frac{e^{u(r)}}{\mathcal D(r)}\int_0^r e^{-u(r')}\,dr'\,dr.$$

Set $r=r^*x$ and $r'=r^*y$. The two differentials give $r^{*2}$, and $1/\mathcal D=2\pi r^*x\,d\eta/kT$. Their product is $\tau x$, which proves (13). $\square$

The end point $2r^*$ is chosen because a return from there must climb the full barrier again. For large $b$ such returns are rare. As a numerical check, the interval $0\le x\le2$ was divided into 800 cells, and the mean time of a random hopping process with the same weight and mobility was found by solving its linear equations. It agreed with the double integral to within 0.1 % at $b=6$ and at $b=10$.

### Lemma 6: the limit of a high barrier

**Claim.** For $b\gg1$,

$$t\simeq\tau\,\frac{\sqrt{\pi}}{2b^{3/2}}\,e^b\left(1+\frac{1}{2b}+\frac{3}{4b^2}\right), \tag{14}$$

with a further relative error of order $b^{-3}$.

**Proof.** The outer integrand is concentrated near $x=1$. For $|x-1|>1/2$, the factor $e^{b(2x-x^2)}$ is below $e^{3b/4}$, and the inner integral is at most 2 because its integrand does not exceed 1. This part is exponentially small compared with $e^b$.

For $x$ between $1/2$ and $3/2$, the inner integral comes from small $y$. The part with $y>1/2$ has an integrand of at most $e^{-3b/4}$ and may be dropped. In the remaining part, expand

$$e^{by^2}=1+by^2+\frac{b^2y^4}{2}+\dots$$

and use $\int_0^\infty y^n e^{-2by}dy=n!/(2b)^{n+1}$. The extension of the upper limit again costs exponentially small terms. The result is

$$\frac{1}{2b}+b\,\frac{2}{8b^3}+\frac{b^2}{2}\,\frac{24}{32b^5}=\frac{1}{2b}\left(1+\frac{1}{2b}+\frac{3}{4b^2}\right).$$

The inner integral is thus the same for all $x$ that matter. In the outer integral put $x=1+q$, so that $2x-x^2=1-q^2$:

$$\int_0^2x\,e^{b(2x-x^2)}dx=e^b\int_{-1}^{1}(1+q)e^{-bq^2}dq\simeq e^b\sqrt{\frac{\pi}{b}}.$$

The term odd in $q$ cancels. The product of the two integrals with $\tau$ is (14). $\square$

### Proof of the theorem

The barrier was derived in Lemma 3. To display the field in (14), use $r^{*3}=\sigma^3/(8P^3E^3)$ in $\tau$ and $b=E_a/E$. At leading order,

$$t=\frac{\pi d\eta\sigma^3}{4P^3E^3kT}\cdot\frac{\sqrt\pi}{2}\left(\frac{E}{E_a}\right)^{3/2}e^{E_a/E}=C\,E^{-3/2}e^{E_a/E}, \tag{15}$$

$$C=\frac{\pi^{3/2}d\,\eta\,\sigma^3}{8P^3kT\,E_a^{3/2}}.$$

This is (2) with $t_0=CE^{-3/2}$. By assumption 5, the mean passage time of the nucleus is the switching time of the region. $\square$

If a region has $N$ independent sites, each with constant rate $1/t$, the total rate is $N/t$ and the waiting time becomes $t/N$. The activation field is unchanged as long as $N$ does not depend on the field.

### Remark 4: the slope found in a Merz plot

A Merz plot shows $\ln t$ against $w=1/E$. Equation (15) reads $\ln t=\ln C+\tfrac32\ln w+E_aw$, so

$$\frac{d\ln t}{d(1/E)}=E_a+\frac{3}{2w}=E_a+\frac32E. \tag{16}$$

The local slope exceeds $E_a$ by a fraction $3/(2b)$. Near a chosen field $E_0$, the logarithm can be replaced by its tangent. The law then has the form (2) with a constant $t_0$, but with the apparent activation field $E_a+\tfrac32E_0$. A straight Merz plot over a limited range is therefore compatible with a varying prefactor.

For a line through two points at fields $E_1<E_2$, the apparent value is

$$E_a+\frac{\tfrac32\ln(E_2/E_1)}{1/E_1-1/E_2}. \tag{17}$$

### Remark 5: how firm the prefactor is

Suppose the equilibrium weight were $r\,e^{-u}dr$, which counts states by the area of the circle. In (13) the inner integrand then gains a factor $y$, and the outer integrand loses its factor $x$. At leading order the inner integral is $1/(2b)^2$ and the outer one is still $e^b\sqrt{\pi/b}$. The time becomes

$$t\simeq\tau\,\frac{\sqrt\pi}{4b^{5/2}}e^b\propto E^{-3}E^{5/2}e^{E_a/E}=E^{-1/2}e^{E_a/E}.$$

The exponent is the same, but the power of the field has changed from $-3/2$ to $-1/2$. The shift in (16) becomes $E/2$. The exponential law is thus much firmer than its prefactor.

There is a second reason for caution. The inner integral draws its weight from $y$ of order $1/(2b)$. In the example at 1 MV/cm this is a radius of about 0.007 nm, which has no atomic meaning. The absolute times below illustrate the model and are not predictions for a material.

### The times in the example

The example of Part I has $d=10$ nm, $P=20$ µC/cm², $\sigma=10$ mJ/m² and $T=300$ K. The wall friction is fixed by a round model value for the speed of a flat wall, 100 m/s at 1 MV/cm. From $\eta=2PE/v$ it follows that

$$\eta=\frac{2(0.20)(10^8)}{100}=4.0\times10^5\ \text{Pa s/m}.$$

At 1 MV/cm, $r^*=0.25$ nm and $b=18.96$. With these values (13) gives $\tau\approx9.5\times10^{-11}$ s. The factor $\sqrt\pi/(2b^{3/2})$ is about 0.0107, and $e^b$ is about $1.72\times10^8$. Their product is $1.75\times10^{-4}$ s. The full double integral gives the following times.

| $E$ (MV/cm) | $b$ | $t$ (s) |
|---|---|---|
| 1.0 | 18.96 | $1.80\times10^{-4}$ |
| 1.5 | 12.64 | $1.79\times10^{-7}$ |
| 2.0 | 9.48 | $5.02\times10^{-9}$ |

Doubling the field shortens the time by a factor of about 36 000. At 1 MV/cm the integral exceeds the leading formula by 2.9 %, in agreement with $1/(2b)+3/(4b^2)=0.028$. At 2 MV/cm the excess is 6.5 %, compared with 6.1 % from the same two terms. The lower barrier makes the omitted terms larger.

The local slope at 1 MV/cm is 20.43 MV/cm from the integral, and (16) gives 20.46 MV/cm. The times at 1 and 2 MV/cm give an apparent activation field of 20.97 MV/cm, which is 10.6 % above the true 18.96 MV/cm. Equation (17) predicts $18.96+1.5\ln2/0.5=21.04$ MV/cm. If $\sigma$ were inferred from this fit with $P$, $d$ and $T$ known, it would come out about 5 % too high, since $\sigma\propto\sqrt{E_a}$.

Assumption 5 can be examined in the same way. A flat wall crosses a grain of radius 10 nm in $1.0\times10^{-10}$ s at 1 MV/cm and in $5\times10^{-11}$ s at 2 MV/cm. This estimate leaves out the slower start near $r^*$. The waiting time is longer by a factor of about 100 even at the higher field, so between 1 and 2 MV/cm nucleation limits the switching in this example if the nucleus must span the film. A slower wall would not change this comparison, because the waiting time and the crossing time are both proportional to $\eta$. This holds for the single, field-independent friction of the model. In real films the sideways motion of a wall is often itself thermally activated, and the comparison must then be made afresh. A much larger region with a single nucleation site would add a growth time that (2) does not contain.

Heating the film to 358 K at fixed $\sigma$, $P$ and $\eta$ lowers $E_a$ to 15.89 MV/cm. The time at 1 MV/cm drops to $9.2\times10^{-6}$ s, a factor of about 20. In a real film $\sigma$ and $P$ also depend on temperature, and their change would add to this effect or oppose it.

### Remark 6: imperfect electrodes

In a real electrode the compensating charge lies a short distance inside the metal. Represent this by a voltage drop $q\lambda/\varepsilon_0$ at each electrode, where $q$ is the electrode charge per area and $\lambda$ is an effective screening length. Before reversal, the field $E_f$ in the film obeys

$$q=\varepsilon E_f-P,\qquad E_fd+\frac{2\lambda q}{\varepsilon_0}=V.$$

Insert the first equation in the second and collect the terms in $E_f$:

$$E_f\left(d+2\varepsilon_f\lambda\right)=V+\frac{2\lambda P}{\varepsilon_0}.$$

Division by $d$, with $E=V/d$ as the nominal field, gives

$$E_f=\frac{E+2\lambda P/(\varepsilon_0d)}{1+2\varepsilon_f\lambda/d}. \tag{18}$$

The second term in the numerator is the depolarizing field of the old domain. It opposes the old polarization and so assists reversal. The denominator describes the part of the voltage lost at the electrodes.

For $\varepsilon_f=30$ and a model value of $\lambda=0.01$ nm, a nominal field of 1 MV/cm becomes 1.37 MV/cm in the film. If this field is used in (5), $b$ falls from 18.96 to 13.85, and $e^b$ falls by a factor of more than 100. A screening length of 0.0026 nm is enough to change the field by 10 %. These lengths are far below atomic distances, so the neglect of stray fields is a severe assumption for a thin film with large polarization.

Equation (18) gives the field before reversal and not a corrected barrier. When a cylinder reverses, the charges at its own ends are also screened imperfectly. Their energy opposes the growth and would have to be added to (3). In the same screening model, with $J_1$ the Bessel function and $\kappa$ the in-plane wave number, it is $8\pi P^2r^2\int_0^\infty J_1^2(\kappa r)\,\kappa^{-1}\left[\varepsilon_0/\lambda+\varepsilon\kappa\coth(\kappa d/2)\right]^{-1}d\kappa$. For $r\gg d$ it cancels the gain from the depolarizing field, and for a narrow cylinder it takes back part of that gain. With this term and the field (18) in (3), $b$ at a nominal 1 MV/cm is about 15.4 for $\lambda=0.01$ nm, so that $e^b$ falls by a factor of about 35, and about 18.5 for $\lambda=0.0026$ nm.

### The model beside a hafnia capacitor

Ferroelectric hafnia films of roughly 10 nm thickness are switched at fields of the order of 1 MV/cm or a few times that. The thickness, polarization and fields of the example lie in this regime. The wall energy and the wall speed were chosen for the model, and no measured value is claimed for them. The critical radius of 0.25 nm or less is smaller than a lattice cell, although the theory treats the radius as continuous. Replacing the continuous radius by whole columns changes the barrier at 1 MV/cm from 0.490 to 0.624 eV and also changes its field dependence. Imperfect screening changes the field in the film and can shift the exponent by several units, from 18.96 to about 15.4 in the model of Remark 6. Real films are also polycrystalline, so grains can have different local fields and hence a spread of switching times.

The available range of field is limited at the upper end. For a rough breakdown field of 4 MV/cm, the example has $b=4.74$. The first correction in (14), $1/(2b)$, is then about 11 %, the full integral exceeds the leading formula by about 18 %, and the separation between slow escape and fast motion in the well is weaker. The waiting time, about $1.7\times10^{-11}$ s, is shorter than the $2.5\times10^{-11}$ s a flat wall needs to cross a grain of radius 10 nm, so assumption 5 fails at this field. In this example the barrier is thus no longer high at the breakdown field. This depends on the chosen wall energy, since $b$ varies as $\sigma^2$.

A straight Merz plot is compatible with an activation exponent proportional to $1/E$. Over a narrow range of field, however, a steeper law can also look nearly straight, so the plot does not by itself establish the nucleus assumed here. If $E_a$ is converted into a wall energy through (2), the critical radius (4) should be calculated as well. When that radius is below a lattice cell, as in this example, the inferred $\sigma$ is a parameter of the continuum formula and should not be read as the energy of a real domain wall. The numerical output lists the values used in both parts, except those for the needle, the corrected barriers of Remark 6 and the times at 4 MV/cm.

## Calculated quantities

```
Film thickness: 10.0 nm
Polarization: 20.0 uC/cm2
Wall energy: 10.0 mJ/m2
Temperature: 300 K
Thermal energy: 0.02585 eV
Wall speed at 1 MV/cm: 100 m/s
Wall friction: 4.00e+05 Pa s/m
Activation field Ea: 18.96 MV/cm
Activation field Ea, SI: 1.896e+09 V/m
[1.0 MV/cm] critical radius: 0.2500 nm
[1.0 MV/cm] barrier: 0.4902 eV
[1.0 MV/cm] barrier/kT: 18.962
[1.0 MV/cm] waiting time, integral: 1.799e-04 s
[1.0 MV/cm] waiting time, large b: 1.749e-04 s
[1.0 MV/cm] grain crossing time: 1.00e-10 s
[1.0 MV/cm] one-column energy: 0.624 eV
[1.5 MV/cm] critical radius: 0.1667 nm
[1.5 MV/cm] barrier: 0.3268 eV
[1.5 MV/cm] barrier/kT: 12.641
[1.5 MV/cm] waiting time, integral: 1.790e-07 s
[1.5 MV/cm] waiting time, large b: 1.712e-07 s
[1.5 MV/cm] grain crossing time: 6.67e-11 s
[1.5 MV/cm] one-column energy: 0.312 eV
[2.0 MV/cm] critical radius: 0.1250 nm
[2.0 MV/cm] barrier: 0.2451 eV
[2.0 MV/cm] barrier/kT: 9.481
[2.0 MV/cm] waiting time, integral: 5.024e-09 s
[2.0 MV/cm] waiting time, large b: 4.716e-09 s
[2.0 MV/cm] grain crossing time: 5.00e-11 s
[2.0 MV/cm] one-column energy: 0.000 eV
Local Merz slope at 1 MV/cm: 20.43 MV/cm
Ea + 3E/2 at 1 MV/cm: 20.46 MV/cm
Two-field apparent Ea (1, 2 MV/cm): 20.97 MV/cm
Apparent Ea / true Ea: 1.106
Lattice column width: 0.50 nm
Grain radius: 10.0 nm
Wall energy for r*=1 nm, 1 MV/cm: 40.0 mJ/m2
Barrier for r*=1 nm, 1 MV/cm: 7.84 eV
That barrier/kT: 303
Film relative permittivity: 30
Sphere barrier, no stray field, 1 MV/cm: 0.0654 eV
Sphere/cylinder barrier ratio: 0.133
Field to offset sphere charge: 2.51 MV/cm
Electrode screening length: 0.010 nm
Local field at nominal 1 MV/cm: 1.370 MV/cm
Barrier/kT in that local field: 13.85
Screening length for +10% field: 0.0026 nm
Hot temperature: 358 K
Ea when hot: 15.89 MV/cm
Hot waiting time, 1 MV/cm: 9.159e-06 s
Rough breakdown field: 4 MV/cm
Barrier/kT at breakdown field: 4.74
```
